# Why Better Filler Barely Helps a Composite of Separated Spheres

A thermal calculation for a chip package needs a conductivity for the filled polymer between the chip and its heat spreader. Suppose that the polymer holds 30 percent by volume of alumina spheres, and that the layer runs too hot. Diamond conducts heat roughly fifty times better than alumina. Before paying for it, the designer has to decide which conductivity to enter for the diamond-filled layer. If the layer's conductivity followed that of the filler, the temperature drop would almost vanish. If the filler has already done nearly all it can, the drop will hardly change, and the effort belongs elsewhere.

For separated, evenly dispersed spheres the second answer is the right one. A model that can be solved in full shows why, and also shows what must change before the filler's conductivity matters again.

## A sphere with its share of matrix

Let the filler have conductivity $k_f$ and the matrix $k_m$, and write $r=k_f/k_m$. The filler occupies a volume fraction $\varphi$. Heat conduction is steady and obeys Fourier's law, and for the moment there is no temperature jump where filler and matrix meet.

Take one filler sphere of radius $a$ and surround it with a concentric shell of matrix out to radius $b$. The coated sphere has the composition of the whole material if

$$\varphi=\frac{a^3}{b^3}.$$

Place it in a uniform medium of conductivity $k_{\rm eff}$, in which the temperature rises along $z$ with gradient $G$. Heat then flows towards negative $z$. All fluxes below are magnitudes along this direction, so the minus sign of Fourier's law is not carried along.

We ask which value of $k_{\rm eff}$ leaves the outside temperature $T=Gz$ undisturbed. With that value, the uniform medium can be replaced by coated spheres one after another, each in the same outside field. Spheres of many sizes, all with the same $\varphi$, can fill the remaining gaps ever more completely. The finished material then has conductivity $k_{\rm eff}$.

Let $s$ be the distance from the centre and $\theta$ the angle from the $z$ axis. The outside temperature is $Gs\cos\theta$, so inside we try $T=F(s)\cos\theta$. In a region of constant conductivity, Laplace's equation becomes

$$\frac{1}{s^2}\frac{d}{ds}\left(s^2\frac{dF}{ds}\right)-\frac{2F}{s^2}=0.$$

A power $s^n$ solves it if $n(n+1)=2$, that is, if $n=1$ or $n=-2$. The second solution diverges at the centre and is excluded from the core. Hence

$$F=gs\quad(s<a),\qquad F=As+\frac{B}{s^2}\quad(a<s<b).$$

The core has a uniform gradient $g$. The constant $A$ also has a direct meaning: it is the mean gradient in the shell. The other term contributes $Bz/s^3$ to the temperature, and its derivative along $z$ is $B(1/s^3-3z^2/s^5)$. Over a sphere of radius $s$ the mean of $z^2$ is $s^2/3$, so this derivative averages to zero.

At $s=a$ the temperature and the radial heat flux are continuous:

$$g=A+\frac{B}{a^3},\qquad k_f\,g=k_m\left(A-\frac{2B}{a^3}\right).$$

The first condition gives $B/a^3=g-A$. Putting this in the second gives $rg=A-2(g-A)=3A-2g$, and therefore

$$g=\frac{3A}{r+2}. \tag{1}$$

This relation already contains the saturation. The flux inside the filler is

$$k_f\,g=3k_mA\,\frac{r}{r+2}.$$

For a very good conductor it approaches $3k_mA$, three times the mean flux in the surrounding matrix. Raising $k_f$ further lowers the internal gradient in nearly the same proportion, and the product hardly moves. The sphere can pass on no more heat than the matrix delivers to it.

## From one sphere to the composite

At $s=b$ the temperature must equal that of the undisturbed medium. Since $B/b^3=\varphi B/a^3=\varphi(g-A)$, the condition $F(b)=Gb$ becomes

$$G=A+\varphi(g-A)=(1-\varphi)A+\varphi g. \tag{2}$$

The applied gradient is thus the volume average of the gradients in matrix and filler. Equation (1) gives $A=(r+2)g/3$. Inserting it,

$$G=\frac{g}{3}\left[(1-\varphi)(r+2)+3\varphi\right]=\frac{gD}{3},\qquad D=(1-\varphi)r+2+\varphi .$$

The gradient in the filler, relative to the applied one, is therefore

$$\frac{g}{G}=\frac{3}{D}. \tag{3}$$

The radial flux must match at $s=b$ as well:

$$k_{\rm eff}G=k_m\left(A-\frac{2B}{b^3}\right)=k_m\left[(1+2\varphi)A-2\varphi g\right].$$

It helps to write this as an average over the two materials. From the flux condition at the core, $k_fg=k_m(3A-2g)$, so

$$\varphi k_fg+(1-\varphi)k_mA=k_m\left[(1+2\varphi)A-2\varphi g\right].$$

The right-hand sides agree, so $k_{\rm eff}G$ is the volume average of the flux. Equation (2) lets us replace $(1-\varphi)A$ by $G-\varphi g$:

$$k_{\rm eff}G=k_mG+\varphi(k_f-k_m)g. \tag{4}$$

Dividing by $k_mG$ and using (3) gives Maxwell's formula for the enhancement $K=k_{\rm eff}/k_m$:

$$K=1+\frac{3\varphi(r-1)}{(1-\varphi)r+2+\varphi}. \tag{5}$$

It is exact for the space-filling assembly of coated spheres. For equal spheres dispersed in some other way it is an approximation, whose quality has to be examined separately. Direct numerical integration of the radial equation, for $\varphi=0.1$, $0.3$ and $0.5$ and for $r=0.2$, $5$, $150$ and $7500$, agrees with (5) to within one part in $10^7$.

## Two limits

When the filler is only slightly better than the matrix, $r$ is close to 1 and $D$ is close to 3. Then

$$K\approx1+\varphi(r-1).$$

The gradient is nearly the same everywhere, and each improvement of the filler counts in proportion to its volume. This is the behaviour that makes a better filler look attractive.

When $r$ is very large, the terms with $r$ dominate the numerator and denominator of the fraction in (5):

$$K_\infty=1+\frac{3\varphi}{1-\varphi}=\frac{1+2\varphi}{1-\varphi}.$$

At $\varphi=0.30$ this is $1.6/0.7=2.286$. In this model, even a perfect conductor raises the conductivity of the layer by no more than this factor.

The approach to the limit can be found without approximation. The fraction of the greatest possible enhancement that has been reached is

$$\frac{K-1}{K_\infty-1}=\frac{(1-\varphi)(r-1)}{D}.$$

The missing fraction is one minus this:

$$\frac{K_\infty-K}{K_\infty-1}=\frac{(1-\varphi)r+2+\varphi-(1-\varphi)r+(1-\varphi)}{D}=\frac{3}{D}=\frac{g}{G}. \tag{6}$$

The part of the enhancement still to be won equals the gradient left inside the filler, measured against the applied gradient. If the spheres are already almost isothermal, there is almost nothing left for a better conductor to remove.

Equation (6) also says how good a filler needs to be. To reach 90 percent of the greatest enhancement, $3/D$ must be 0.1, so $D=30$. At 30 percent loading,

$$r=\frac{30-2.3}{0.7}=39.57.$$

In a matrix of 0.20 W/(m K) this corresponds to a filler of about 7.9 W/(m K). In this model alumina is well past that point.

## Alumina replaced by diamond

Take rough typical values: 0.20 W/(m K) for a silicone-like matrix, 30 W/(m K) for alumina and 1500 W/(m K) for diamond. The loading stays at 30 percent. The contrasts are $r=150$ and $r=7500$.

For alumina, $D=0.7\times150+2.3=107.3$. The gradient in the filler is $3/107.3=0.028$ of the applied one, and

$$K=1+\frac{0.9\times149}{107.3}=2.250.$$

The layer conducts 0.450 W/(m K). By (6), less than 3 percent of the greatest possible enhancement is still missing.

For diamond, the filler gradient falls to 0.00057 of the applied one. The enhancement becomes 2.285 and the layer conductivity 0.457 W/(m K). A fiftyfold increase in filler conductivity has improved the layer by 1.6 percent.

The heat flux inside the spheres shows where the factor of fifty went. In units of $k_mG$ it is $rg/G$, which is 4.19 for alumina and 4.28 for diamond. Its limit is $3/(1-\varphi)=4.29$. The internal gradient has dropped by nearly the factor by which the conductivity rose.

Now let the layer be 100 µm thick and carry 10 W/cm². The product of flux and thickness is $10^5\ \mathrm{W/m^2}\times10^{-4}\ \mathrm{m}=10\ \mathrm{W/m}$. Dividing by the layer conductivity gives a temperature drop of 22.2 K with alumina and 21.9 K with diamond. At fixed flux and thickness, the exchange gains about a third of a kelvin. These drops are those across the bulk of the layer. The contact resistances against the chip and the spreader add to them and are not included.

## Which conductivity deserves the effort

The same reasoning can be turned into a rule for small changes. Differentiating (5) with respect to $r$ at fixed $\varphi$ gives

$$\frac{dK}{dr}=3\varphi\,\frac{D-(r-1)(1-\varphi)}{D^2}=\frac{9\varphi}{D^2}=\varphi\left(\frac{g}{G}\right)^2,$$

because the numerator $D-(r-1)(1-\varphi)$ equals 3, as found in (6). The relative change of the layer's conductivity per relative change of the filler's, with the matrix held fixed, is then

$$S_f=\frac{r}{K}\frac{dK}{dr}=\frac{\varphi k_fg^2}{k_{\rm eff}G^2}. \tag{7}$$

This sensitivity has a physical reading. Consider the integral of $k|\nabla T|^2$ over the coated sphere, which weighs each region by its conductivity and by the square of its gradient. Since the heat flux has no sources, the divergence theorem turns the integral into one of $T$ times $k\,\partial T/\partial s$ over the outer surface. There $T=Gb\cos\theta$, and the flux factor is $k_{\rm eff}G\cos\theta$. The integral of $\cos^2\theta$ over the surface is $4\pi b^2/3$, so the result is $k_{\rm eff}G^2$ times the volume of the coated sphere. The core contributes $k_fg^2$ times its own volume. Equation (7) is therefore the filler's share of the integral.

The matrix has the rest. Multiplying both conductivities by the same factor multiplies $k_{\rm eff}$ by that factor, so the two sensitivities must add up to one.

With alumina, $S_f$ is 1.6 percent and the matrix has the other 98.4 percent. With diamond the filler's share is 0.03 percent. A one percent better matrix is thus worth about sixty times as much as one percent better alumina.

Larger changes follow the same pattern. Suppose the filler remains alumina and the loading remains 30 percent, while the conductivity of the matrix is doubled. The layer then improves by 97 percent. Suppose instead that the matrix remains as it was and the alumina loading rises from 30 to 40 percent. By (5) the layer improves by 30 percent, because the ceiling itself rises from 2.29 to $1.8/0.6=3.0$. For equal spheres, which are closer together at the higher loading, the gain can be larger. These figures compare conductivities alone. They do not say whether such a matrix is available, or whether the more heavily filled mixture still flows into a thin gap.

The small sensitivity also has a convenient side. The conductivity of a filler grain may differ from the value for a large crystal because of impurities, grain size or the temperature of use. If the true value were half the assumed one, the layer would lose 1.5 percent with alumina and 0.03 percent with diamond. A precise value for the filler is not needed in this regime.

## Resistance at the surface of the grains

Real interfaces add a temperature jump. Let it be $R$ times the local heat flux, where $R$ is the contact resistance for unit area. The flux entering the core through its surface is $k_fg\cos\theta$, which is negative where heat leaves. Where heat enters, the outside is warmer than the core by $R$ times this flux. Just outside the surface, the temperature amplitude is therefore

$$ga+Rk_fg=ga\left(1+\frac{Rk_f}{a}\right).$$

Seen from the matrix, the sphere carries the flux $k_fg$ with an apparent gradient $g(1+Rk_f/a)$. It acts as a sphere with perfect contact and the conductivity

$$k_f'=\frac{k_f}{1+Rk_f/a},\qquad\text{or}\qquad \frac{1}{k_f'}=\frac{1}{k_f}+\frac{R}{a}.$$

For a radius of 5 µm and a rough value $R=10^{-7}$ m² K/W, the added term $R/a$ is 0.02 m K/W. The apparent conductivity is 18.75 W/(m K) for alumina and 48.4 W/(m K) for diamond. Most of diamond's advantage as a material has disappeared behind its surface.

The enhancements fall only slightly, to 2.229 and 2.263, and the gain from the exchange is still 1.5 percent. That the gain survives may seem odd, since the apparent conductivities now differ by a factor of 2.6 instead of 50. The explanation lies in (6). For large $r$ the shortfall is nearly $3/[(1-\varphi)r]$, which is linear in $1/r$. With the same $R$ assumed for both fillers, the contact adds the same amount, $Rk_m/a$, to $1/r$. Both enhancements move down together, and their difference hardly changes. Real surfaces may differ. If $R$ were three times as large for diamond as for alumina, the exchange would make this layer slightly worse.

Grain size now matters, which it did not in (5). Spheres of different sizes have different values of $k_f'$, so the space-filling assembly no longer makes the formula exact. The enhancements just given are estimates for equal spheres. As $a$ decreases, $R/a$ grows. Once $k_f'$ has fallen to $k_m$, the filler no longer improves the layer at all. For a highly conducting filler this happens near $a=Rk_m$.

## When the ceiling gives way

The value 2.29 belongs to Maxwell's formula. It is not a limit on every composite with 30 percent filler. The simplest counterexample consists of continuous slabs of filler and matrix lying side by side along the heat flow. Both then have the full gradient $G$, and (4) with $g=G$ gives $K=1+\varphi(r-1)$ for every $r$. There is no saturation, because heat can cross the layer without entering the matrix.

Equal spheres in a periodic array offer a further test. Their enhancement can be computed by dividing one eighth of the repeating cell into small volumes and balancing the heat flow among them. The results below use 48 divisions along each edge. For the arrays at 30 percent loading, going from 24 to 48 changed the enhancement by less than 0.1 percent. Contact is again perfect.

At a loading of 5 percent and $r=150$, a simple cubic array gives 1.1545, beside 1.1546 from Maxwell's formula. The small deficit is mesh error. For $r>1$ and perfect contact, (5) is known to be a lower bound (the Hashin–Shtrikman bound) on the enhancement of any cubic or isotropic arrangement, so the exact value cannot lie below it. At 30 percent it gives 2.293 with alumina and 2.332 with diamond, with a mesh error of up to one unit in the last digit. The latter is 2 percent above Maxwell's ceiling, so even evenly spaced spheres can pass it by a little. The gain from the exchange is 1.7 percent, and the practical conclusion stands.

Now keep the loading at 30 percent but move the spheres into straight chains along the heat flow, with gaps of 1 percent of a sphere diameter. The enhancement rises to 4.09 with alumina and 4.39 with diamond. Rearranging the alumina has done far more than replacing it. The better filler also counts for more than before, with a gain of about 7 percent (7.4 on this mesh, which resolves the narrow gap only coarsely and overstates the gain by about 0.1). These values hold for heat flowing along the chains and are not averages over direction.

The geometry of the gap suggests why. At a distance $\rho$ from the axis, each of the two facing surfaces has receded by about $\rho^2/(2a)$. The gap is therefore about $0.02a+\rho^2/a$ wide, and it has doubled at $\rho\approx0.14a$. Near the axis, heat passes from one sphere to the next through very little matrix. Each sphere in the chain therefore carries more heat than a well-separated one. For a given filler conductivity, a larger mean flux inside the sphere means a larger mean gradient. The mean gradient can be found from (4). That equation rests only on volume averages of gradient and flux, so it also holds for the chains if $g$ is the mean gradient along the flow in the filler. With alumina it gives $g/G=(K-1)/[\varphi(r-1)]=3.09/44.7=0.069$, about two and a half times the 0.028 found for the coated spheres. More gradient is left for a better filler to remove. Equation (6) itself does not carry over, because the gradient inside a sphere of the chain is not uniform. The missing fraction of the greatest enhancement is about 0.09 here, larger than the mean gradient of 0.069.

## The model beside a real layer

The matrix and filler conductivities used here are in the range of real filled silicones, but the loading of 30 percent is low for a thermal interface material. Materials with much more filler can reach one to several W/(m K), well above the 0.45 W/(m K) found here. At such loadings many grains are close neighbours, and the assumption of well-separated spheres fails. The chains show how far that can move the result in a favourable arrangement at 30 percent: from 2.25 to 4.09 with alumina. A random mixture was not computed, nor was the effect of the layer's walls, which are ten sphere diameters apart in the example.

The designer's decision therefore depends on geometry before it depends on the filler's data sheet. If the grains are compact, well separated and already some forty times more conducting than the matrix, roughly 90 percent or more of the available enhancement has been used at this loading. A better matrix or a higher loading then offers more, provided that the grain radius is much larger than $Rk_m$. If the grains nearly touch along the heat flow or form continuous paths through the layer, Maxwell's ceiling can be exceeded, and the value of a better filler has to be calculated for that structure. The numerical output below gives the main figures for the coated spheres and the periodic arrays.

## Calculated quantities

```
filler fraction: 0.30
matrix conductivity: 0.20 W/(m K)
saturated enhancement: 2.2857
saturated conductivity: 0.4571 W/(m K)
saturated filler flux/(k_m G): 4.2857
alumina conductivity: 30 W/(m K)
alumina contrast r: 150
alumina enhancement: 2.2498
alumina layer conductivity: 0.4500 W/(m K)
alumina filler gradient/G: 0.027959
alumina filler flux/(k_m G): 4.1938
alumina sensitivity to k_f: 1.5636 percent
alumina layer temperature drop: 22.225 K
diamond conductivity: 1500 W/(m K)
diamond contrast r: 7500
diamond enhancement: 2.2850
diamond layer conductivity: 0.4570 W/(m K)
diamond filler gradient/G: 0.000571
diamond filler flux/(k_m G): 4.2838
diamond sensitivity to k_f: 0.0321 percent
diamond layer temperature drop: 21.882 K
layer thickness: 100 um
heat flux: 10 W/cm2
filler conductivity ratio: 50
gain from alumina to diamond: 1.565 percent
contrast for 90 percent of maximum gain: 39.57
filler conductivity there: 7.91 W/(m K)
alumina gain, loading 0.30 to 0.40: 30.46 percent
alumina gain, matrix k doubled: 96.94 percent
filler radius: 5.0 um
rough contact resistance: 1.0e-07 m2 K/W
alumina apparent k with contact: 18.75 W/(m K)
alumina enhancement with contact: 2.2289
diamond apparent k with contact: 48.39 W/(m K)
diamond enhancement with contact: 2.2632
swap gain with contact resistance: 1.540 percent
alumina layer change if k_f halves: -1.531 percent
diamond layer change if k_f halves: -0.032 percent
dilute cubic array, fraction 0.05: 1.1545
Maxwell value, fraction 0.05: 1.1546
chain gap/sphere diameter: 0.010
cubic alumina enhancement: 2.293; mesh shift 0.05 percent
cubic diamond enhancement: 2.332; mesh shift 0.03 percent
cubic swap gain: 1.70 percent
chain alumina enhancement: 4.088; mesh shift 0.07 percent
chain diamond enhancement: 4.392; mesh shift -0.06 percent
chain swap gain: 7.43 percent
```
